**Positive definite Newton systems for a Schottky contact**

The program studies the scaled equation \(u''=e^u-\delta e^{-u}-(1-\delta)\), where \(u\) is the potential in units of \(kT/q\), length is in Debye lengths, and \(\delta\) is the bulk hole-to-electron ratio. With cell-integrated rows and the flux difference taken with a minus sign, the Jacobian is symmetric positive definite. The program compares the analytic residual and Jacobian with finite differences, and asserts the pivot bound at random potentials and positive eigenvalues along the damped path. It also asserts that different starts reach the same solution, that full steps obey the local error bound, and that symmetry or definiteness is lost when the relevant condition is violated. From a straight-line start, the damped run takes 10 steps and the undamped run takes 59. An independent first integral supplies the reference profile and contact field. The errors in both fall by a factor of 4.000 when the mesh spacing is halved.

## Verification by program

```python
"""
Result under test: the cell-integrated Poisson equation of a Schottky contact,
written as minus flux difference plus cell width times g(u), has a symmetric
positive definite Jacobian at every potential, so each damped Newton step
solves a symmetric positive definite system.

Symbols: u = potential / (kT/q), zero in the neutral bulk; x = position / Debye
length; delta = bulk hole density / bulk electron density;
g(u) = exp(u) - delta exp(-u) - (1 - delta), and the equation is u'' = g(u).
The metal is at x = 0 (u = u_s < 0), the ohmic end at x = length (u = 0).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded, eigh
from scipy.special import lambertw

# Round model parameters
temperature = 300.0          # K
eps_r = 12.0
n0_cm3 = 1e16                # bulk electron density
ni_cm3 = 1e10                # intrinsic density
nc_cm3 = 3e19                # effective density of conduction states
barrier_eV = 0.80
length_nm = 1000.0
intervals = 200

vt = const.k * temperature / const.e
debye_nm = 1e9 * np.sqrt(eps_r * const.epsilon_0 * vt / (const.e * n0_cm3 * 1e6))
delta = (ni_cm3 / n0_cm3) ** 2
bending_V = barrier_eV - vt * np.log(nc_cm3 / n0_cm3)
u_s = -bending_V / vt
length = length_nm / debye_nm


def g(u):
    return np.exp(u) - delta * np.exp(-u) - (1 - delta)


def g_prime(u):
    return np.exp(u) + delta * np.exp(-u)


def mesh(m):
    s = np.linspace(0, 1, m + 1)
    return length * (s + 3 * s**2) / 4


def cells(x):
    return (x[2:] - x[:-2]) / 2


def with_ends(u):
    return np.concatenate(([u_s], u, [0.0]))


def residual(u, x):
    slope = np.diff(with_ends(u)) / np.diff(x)
    return -np.diff(slope) + cells(x) * g(u)


def energy(u, x):
    with np.errstate(over="ignore"):
        local = np.exp(u) + delta * np.exp(-u) - (1 - delta) * u
    return (np.sum(np.diff(with_ends(u)) ** 2 / np.diff(x)) / 2
            + np.sum(cells(x) * local))


def jacobian_bands(u, x):
    h = np.diff(x)
    bands = np.zeros((2, len(u)))
    bands[0] = 1 / h[:-1] + 1 / h[1:] + cells(x) * g_prime(u)
    bands[1, :-1] = -1 / h[1:-1]
    return bands


def dense(bands):
    off = bands[1, :-1]
    return np.diag(bands[0]) + np.diag(off, 1) + np.diag(off, -1)


def newton(x, start, damped=True):
    """Return all iterates and the accepted step fractions."""
    u = start.copy()
    iterates, fractions = [u.copy()], []
    for _ in range(300):
        f = residual(u, x)
        step = solveh_banded(jacobian_bands(u, x), -f, lower=True)
        t = 1.0
        if damped:
            old = energy(u, x)
            decrement = -f @ step
            allowance = 1e-13 * (1 + abs(old))   # rounding of the energy sum
            while energy(u + t * step, x) > old - 1e-4 * t * decrement + allowance:
                t /= 2
                assert t > 1e-12
        u = u + t * step
        iterates.append(u.copy())
        fractions.append(t)
        if t == 1.0 and np.max(np.abs(step)) < 1e-9:
            return iterates, fractions
    raise AssertionError("Newton iteration did not converge")


# Derivatives: energy -> residual -> Jacobian, by central differences
rng = np.random.default_rng(4)
x_small = mesh(12)
u_test = rng.uniform(-23, 3, 11)
shift = 1e-5
unit = np.eye(11) * shift
grad_fd = np.array([(energy(u_test + e, x_small) - energy(u_test - e, x_small))
                    / (2 * shift) for e in unit])
jac_fd = np.array([(residual(u_test + e, x_small) - residual(u_test - e, x_small))
                   / (2 * shift) for e in unit]).T
jac = dense(jacobian_bands(u_test, x_small))
assert np.max(np.abs(grad_fd - residual(u_test, x_small))) < 1e-6 * np.max(np.abs(grad_fd))
assert np.max(np.abs(jac_fd - jac)) < 1e-6 * np.max(np.abs(jac))
assert np.max(np.abs(jac_fd - jac_fd.T)) < 1e-6 * np.max(np.abs(jac))
assert np.linalg.eigvalsh(-(jac_fd + jac_fd.T) / 2).max() < 0   # opposite sign

# Pivots at arbitrary potentials, from a dense Cholesky factor
x = mesh(intervals)
h, w = np.diff(x), cells(x)
for _ in range(5):
    u_random = rng.uniform(-25, 5, intervals - 1)
    factor = np.linalg.cholesky(dense(jacobian_bands(u_random, x)))
    assert np.all(np.diag(factor) ** 2 >= (1 / h[1:] + 1 / x[1:-1]) * (1 - 1e-10))

# Damped and undamped runs from a straight-line potential
line = u_s * (1 - x[1:-1] / length)
path, fractions = newton(x, line)
full_path, _ = newton(x, line, damped=False)
u = path[-1]
assert np.max(np.abs(u - full_path[-1])) < 1e-8
for other in (np.zeros_like(line), np.full_like(line, u_s)):
    assert np.max(np.abs(newton(x, other)[0][-1] - u)) < 1e-8
assert energy(full_path[1], x) > energy(line, x)
assert len(path) < len(full_path)
assert u.min() >= u_s and u.max() < 1e-9 and np.all(np.diff(u) > -1e-9)

# Spectrum along the damped path; flux part alone is a lower bound
flux_part = dense(jacobian_bands(u, x)) - np.diag(w * g_prime(u))
flux_min = np.linalg.eigvalsh(flux_part)[0]
path_min = min(np.linalg.eigvalsh(dense(jacobian_bands(v, x)))[0] for v in path)
assert path_min >= flux_min * (1 - 1e-8) > 0

# Conditions: cell weighting for symmetry, charge response for definiteness
divided = dense(jacobian_bands(u, x)) / w[:, None]
asymmetry = np.max(np.abs(divided - divided.T)) / np.max(np.abs(divided))
assert asymmetry > 1e-3
critical = eigh(flux_part, np.diag(w), eigvals_only=True)[0]
assert abs(critical / (np.pi / length) ** 2 - 1) < 1e-2
assert np.linalg.eigvalsh(flux_part - 2 * (np.pi / length) ** 2 * np.diag(w))[0] < 0
assert np.linalg.eigvalsh(flux_part - 0.5 * (np.pi / length) ** 2 * np.diag(w))[0] > 0

# Local error bound for full steps, and the guaranteed contraction radius
errors = [np.max(np.abs(v - u)) for v in path]
full_errors = [np.max(np.abs(v - full_path[-1])) for v in full_path]
tested = 0
for errs, ts in ((errors, fractions), (full_errors, [1.0] * (len(full_path) - 1))):
    for before, after, t in zip(errs[:-1], errs[1:], ts):
        if t == 1.0:
            assert after <= 0.5 * before**2 * np.exp(before) + 1e-9
            tested += 1e-4 < before < 1
assert tested >= 3
radius = lambertw(2).real
worst = 0.0
trials = [np.ones_like(u), -np.ones_like(u)]
trials += [rng.choice([-1.0, 1.0], len(u)) for _ in range(20)]
for sign in trials:
    v = u + 0.99 * radius * sign
    v = v + solveh_banded(jacobian_bands(v, x), -residual(v, x), lower=True)
    worst = max(worst, np.max(np.abs(v - u)))
assert worst < 0.99 * radius


# Independent profile and contact field from the first integral
def exact_slope(v):
    return np.sqrt(2 * (np.expm1(v) - v + delta * (np.expm1(-v) + v)))


def profile_errors(m, solution):
    grid = mesh(m)
    full = with_ends(solution)
    out = []
    for k in range(1, 6):
        i = k * m // 10
        position = quad(lambda v: 1 / exact_slope(v), u_s, full[i],
                        epsabs=1e-11, epsrel=1e-11, limit=200)[0]
        out.append((grid[i] - position) * exact_slope(full[i]))
    return np.array(out)


def contact_slope(m, solution):
    h0 = mesh(m)[1]
    return (solution[0] - u_s) / h0 - h0 * g(u_s) / 2


x_fine = mesh(2 * intervals)
u_fine = newton(x_fine, u_s * (1 - x_fine[1:-1] / length))[0][-1]
err = profile_errors(intervals, u)
err_fine = profile_errors(2 * intervals, u_fine)
profile_ratio = np.max(np.abs(err)) / np.max(np.abs(err_fine))
slope_exact = exact_slope(u_s)
slope_num = contact_slope(intervals, u)
slope_fine = contact_slope(2 * intervals, u_fine)
field_ratio = abs(slope_num - slope_exact) / abs(slope_fine - slope_exact)
assert np.max(np.abs(err)) < 5e-3
assert 3.5 < profile_ratio < 4.5
assert 3.5 < field_ratio < 4.5
slope_depletion = np.sqrt(-2 * u_s)
slope_corrected = np.sqrt(2 * (-u_s - 1))
assert abs(slope_corrected / slope_exact - 1) < 1e-3
assert abs(slope_depletion / slope_exact - 1) > 1e-2

field_unit = vt / (debye_nm * 1e-3)   # V per micrometre
print(f"Temperature {temperature:.0f} K; relative permittivity {eps_r:.0f}")
print(f"Bulk electron density {n0_cm3:.1e} cm^-3; intrinsic {ni_cm3:.1e} cm^-3")
print(f"Conduction-state density {nc_cm3:.1e} cm^-3; barrier {barrier_eV:.2f} eV")
print(f"Thermal voltage kT/q {vt:.6f} V; Debye length {debye_nm:.3f} nm")
print(f"Band bending {bending_V:.5f} V; u_s {u_s:.4f} (dimensionless)")
print(f"delta {delta:.1e}; contact holes / n0 {delta*np.exp(-u_s):.5f}")
print(f"Length {length_nm:.0f} nm = {length:.3f} Debye lengths; intervals {intervals}")
print(f"First, last mesh spacing {h[0]*debye_nm:.3f}, {h[-1]*debye_nm:.3f} nm")
print("Damped run: step number, fraction t, max error before step (kT/q)")
for k, (t, e) in enumerate(zip(fractions, errors[:-1]), 1):
    print(f"  {k:2d}  {t:.6f}  {e:.3e}")
print(f"Newton steps: damped {len(fractions)}, undamped {len(full_path)-1}")
print(f"Highest potential after first full step {full_path[1].max()*vt:.4f} V")
print(f"Energy function at start {energy(line, x):.4f} (dimensionless)")
print(f"Energy function after first full step {energy(full_path[1], x):.3e}")
print(f"Smallest Jacobian eigenvalue on damped path {path_min:.4e}")
print(f"Smallest eigenvalue of flux part {flux_min:.4e}")
print(f"Relative asymmetry after division by cell width {asymmetry:.4f}")
print(f"Critical negative charge response -g' {critical:.5f} (dimensionless)")
print(f"Guaranteed contraction radius {radius:.5f} kT/q = {radius*vt*1e3:.3f} mV")
print(f"Trial error before, worst after one step {0.99*radius:.4f}, {worst:.4f} kT/q")
print("Profile: x (nm), potential (V), electrons (cm^-3), mesh error (microvolt)")
for k, e in enumerate(err, 1):
    i = k * intervals // 10
    print(f"  {x[i]*debye_nm:8.3f} {u[i-1]*vt:10.6f} {n0_cm3*np.exp(u[i-1]):.4e} {e*vt*1e6:9.3f}")
print(f"Profile error ratio on mesh halving {profile_ratio:.3f}")
print(f"Contact field, mesh {slope_num*field_unit:.6f} V/micrometre")
print(f"Contact field, first integral {slope_exact*field_unit:.6f} V/micrometre")
print(f"Contact field, full depletion {slope_depletion*field_unit:.6f} V/micrometre")
print(f"Contact field, corrected depletion {slope_corrected*field_unit:.6f} V/micrometre")
print(f"Field error ratio on mesh halving {field_ratio:.3f}")
print(f"Full-depletion width {slope_depletion*debye_nm:.3f} nm")
print("OK")
```

It prints:

```
Temperature 300 K; relative permittivity 12
Bulk electron density 1.0e+16 cm^-3; intrinsic 1.0e+10 cm^-3
Conduction-state density 3.0e+19 cm^-3; barrier 0.80 eV
Thermal voltage kT/q 0.025852 V; Debye length 41.405 nm
Band bending 0.59302 V; u_s -22.9390 (dimensionless)
delta 1.0e-12; contact holes / n0 0.00917
Length 1000 nm = 24.151 Debye lengths; intervals 200
First, last mesh spacing 1.269, 8.731 nm
Damped run: step number, fraction t, max error before step (kT/q)
   1  0.125000  1.620e+01
   2  0.250000  1.035e+01
   3  1.000000  5.278e+00
   4  1.000000  2.169e+00
   5  1.000000  1.209e+00
   6  1.000000  4.270e-01
   7  1.000000  5.627e-02
   8  1.000000  9.848e-04
   9  1.000000  3.027e-07
  10  1.000000  2.875e-14
Newton steps: damped 10, undamped 59
Highest potential after first full step 1.3790 V
Energy function at start 288.5078 (dimensionless)
Energy function after first full step 3.673e+23
Smallest Jacobian eigenvalue on damped path 2.5971e-03
Smallest eigenvalue of flux part 2.3701e-03
Relative asymmetry after division by cell width 0.0139
Critical negative charge response -g' 0.01692 (dimensionless)
Guaranteed contraction radius 0.85261 kT/q = 22.042 mV
Trial error before, worst after one step 0.8441, 0.4805 kT/q
Profile: x (nm), potential (V), electrons (cm^-3), mesh error (microvolt)
    32.500  -0.466562 1.4524e+08    -1.811
    80.000  -0.310399 6.1027e+10    -4.484
   142.500  -0.156752 2.3264e+13    -7.968
   220.000  -0.046978 1.6248e+15    -9.070
   312.500  -0.006521 7.7704e+15    -0.153
Profile error ratio on mesh halving 4.000
Contact field, mesh 4.136737 V/micrometre
Contact field, first integral 4.136676 V/micrometre
Contact field, full depletion 4.229019 V/micrometre
Contact field, corrected depletion 4.135812 V/micrometre
Field error ratio on mesh halving 4.000
Full-depletion width 280.452 nm
OK
```
